**Testing the g-shift and zero-field splitting of a 4f⁷ ion**

To leading order the program's formulas are \(g=g_s-4(g_s-1)\zeta^2/\Delta_P^2\) and \(D=-\tfrac65B\zeta^2(\zeta+B/45)/(\Delta_P^2\Delta_D)\). Here \(\zeta\) is the spin-orbit constant, \(B\) the axial crystal-field strength, \(g_s\) the free-electron g-factor, and \(\Delta_P,\Delta_D\) the energies of \(^6P\) and \(^6D\) above \(^8S\). The program builds the Coulomb, spin-orbit and crystal-field operators in all 3432 determinants and diagonalizes them in blocks of fixed \(M\). It asserts the squared coupling \(14\zeta^2\), both term energies, the vanishing mean value of the crystal field in the \(^6P_{7/2}\), \(M=7/2\) state, and the weak-coupling limits of both formulas. It also asserts that doubling the \(^6P\) gap quarters the g-shift and \(D\), and that doubling the \(^6D\) gap halves \(D\), within stated tolerances. For the Gd³⁺ model the output shows \(g=1.9933\) and \(D=-0.054\) cm⁻¹ from full diagonalization, against 1.9935 and \(-0.053\) cm⁻¹ from the formulas. Other configurations, relativistic crystal-field terms and spin-spin coupling are not included.

## Program and output

```python
"""
Result under test, for a 4f^7 ion with ground term 8S7/2:
  g = gs - 4 (gs - 1) zeta^2 / gapP^2                         (leading order)
  D = -(6/5) B zeta^2 (zeta + B/45) / (gapP^2 gapD)           (leading order)
zeta: spin-orbit constant; B: strength of the axial crystal field B*sum C20;
gapP, gapD: energies of the terms 6P and 6D above 8S without spin-orbit coupling;
gs: free-electron g-factor; D: splitting parameter in D*(M^2 - J(J+1)/3).
The formulas are compared with diagonalization of all 3432 states of 4f^7.
Energies are in cm^-1.
"""
from fractions import Fraction
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.sparse import csr_matrix
from scipy.special import gamma, gammainc
from sympy.physics.wigner import wigner_3j

gs = abs(constants.physical_constants["electron g factor"][0])
GAP_P, ZETA, B_AXIAL = 32000.0, 1500.0, 500.0
RANKS = (2, 4, 6)

# ---- one-electron matrices in the f shell, m = -3..3 ----
m = np.arange(-3, 4)
lz = np.diag(m.astype(float))
lp = np.zeros((7, 7))
for a in range(6):
    lp[a + 1, a] = np.sqrt(12 - m[a] * (m[a] + 1))
sz = np.diag([0.5, -0.5])
sp = np.array([[0.0, 1.0], [0.0, 0.0]])


def tensor(k, q):
    """Matrix of the normalized spherical harmonic C^k_q in the f shell."""
    c = np.zeros((7, 7))
    zero = float(wigner_3j(3, k, 3, 0, 0, 0))
    for col in range(7):
        row = col + q
        if 0 <= row < 7:
            mr, mc = int(m[row]), int(m[col])
            c[row, col] = ((-1) ** abs(mr) * 7 * zero
                           * float(wigner_3j(3, k, 3, -mr, q, mc)))
    return c


C = {k: [tensor(k, q) for q in range(-k, k + 1)] for k in RANKS}
c20 = C[2][2]
assert np.allclose(c20, -(3 * lz @ lz - 12 * np.eye(7)) / 45)

# ---- Slater integrals: hydrogenic 4f ratios, scale fixed by the 6P gap ----


def radial(k):
    """F^k for the radial density r^8 exp(-r), up to a common factor."""
    def integrand(r):
        return r ** (7 - k) * np.exp(-r) * gammainc(9 + k, r) * gamma(9 + k)
    return 2 * quad(integrand, 0, 100, epsabs=0, epsrel=1e-10, limit=200)[0]


raw = {k: radial(k) for k in RANKS}
scale = GAP_P / (raw[2] / 15 + 5 * raw[4] / 33 + 175 * raw[6] / 429)
F = {k: raw[k] * scale for k in RANKS}
GAP_D = 41 * F[2] / 225 + 3 * F[4] / 11 + 175 * F[6] / 1287

# ---- all determinants of seven electrons in 14 spin orbitals ----
dets = [sum(1 << i for i in occ) for occ in combinations(range(14), 7)]
where = {d: n for n, d in enumerate(dets)}
rows, cols, created, removed, signs = [], [], [], [], []
for n, d in enumerate(dets):
    for j in range(14):
        if not (d >> j) & 1:
            continue
        rest = d ^ (1 << j)
        pj = bin(rest & ((1 << j) - 1)).count("1")
        for i in range(14):
            if (rest >> i) & 1:
                continue
            pi = bin(rest & ((1 << i) - 1)).count("1")
            rows.append(where[rest | (1 << i)])
            cols.append(n)
            created.append(i)
            removed.append(j)
            signs.append(1.0 - 2.0 * ((pi + pj) % 2))
rows, cols, signs = np.array(rows), np.array(cols), np.array(signs)
created, removed = np.array(created), np.array(removed)


def many(h):
    """Seven-electron operator of a 14 x 14 one-electron matrix."""
    val = h[created, removed] * signs
    keep = val != 0
    return csr_matrix((val[keep], (rows[keep], cols[keep])),
                      shape=(len(dets), len(dets)))


one = np.eye(2)
SO = many(np.kron(sz, lz) + 0.5 * (np.kron(sp, lp.T) + np.kron(sp.T, lp)))
V = many(np.kron(one, c20))
Lz, Sz = many(np.kron(one, lz)), many(np.kron(sz, np.eye(7)))
HC = csr_matrix((len(dets), len(dets)))
for k in RANKS:
    for c in C[k]:
        T = many(np.kron(one, c))
        HC = HC + 0.5 * F[k] * (T.T @ T)


# The Coulomb operator against direct and exchange integrals of determinants
def slater_energy(d):
    occ = [i for i in range(14) if (d >> i) & 1]
    e = 0.0
    for i, j in combinations(occ, 2):
        a, b = i % 7, j % 7
        for k in RANKS:
            e += F[k] * C[k][k][a, a] * C[k][k][b, b]
            if i // 7 == j // 7:
                e -= F[k] * sum(c[a, b] ** 2 for c in C[k])
    return e


n_up = where[0b1111111]
diagonal = HC.diagonal()
for n in range(0, len(dets), 311):
    direct = slater_energy(dets[n]) - slater_energy(dets[n_up])
    assert abs(diagonal[n] - diagonal[n_up] - direct) < 1e-5

# ---- matrix elements from the state 8S7/2, M = 7/2 ----
octet = np.zeros(len(dets))
octet[n_up] = 1.0
so_octet = SO @ octet
coupling2 = so_octet @ so_octet
p = so_octet / np.sqrt(coupling2)
vp = V @ p
cross = p @ (SO @ vp)
square = vp @ vp
gP = (p @ (Lz @ p) + gs * (p @ (Sz @ p))) / 3.5
assert abs(coupling2 - 14) < 1e-10
assert np.linalg.norm(HC @ p - GAP_P * p) < 1e-5
assert np.linalg.norm(HC @ vp - GAP_D * vp) < 1e-5
assert np.linalg.norm(V @ octet) < 1e-12
assert abs(octet @ (Lz @ p) + gs * (octet @ (Sz @ p))) < 1e-12
for k in RANKS:
    assert abs(p @ (many(np.kron(one, C[k][k])) @ p)) < 1e-12
assert abs(cross - 0.3) < 1e-10 and abs(square - 0.04) < 1e-10
assert abs(gP - (2 + 5 * gs) / 7) < 1e-10

# ---- blocks of fixed total M (stored as 2M) ----
orb2m = np.array([2 * m[i % 7] + (1 if i < 7 else -1) for i in range(14)])
det2m = np.array([sum(orb2m[i] for i in range(14) if (d >> i) & 1)
                  for d in dets])
M2 = (7, 5, 3, 1)
index = {t: np.where(det2m == t)[0] for t in M2}
block = {t: [X[index[t]][:, index[t]].toarray() for X in (HC, SO, V)]
         for t in M2}


def solve(t, zeta, b, extra=None, count=1):
    hc, so, v = block[t]
    h = hc + zeta * so + b * v
    if extra is not None:
        h = h + extra[t]
    return eigh(h, subset_by_index=[0, count - 1])


def splitting(zeta, b, extra=None):
    """Rank-2 parameter D and the four doublet energies for M=7/2..1/2."""
    e = np.array([solve(t, zeta, b, extra)[0][0] for t in M2])
    weight = np.array([t * t / 4 - 21 / 4 for t in M2])
    return e @ weight / (weight @ weight), e


def g_ground(zeta, extra=None):
    vec = solve(7, zeta, 0.0, extra)[1][:, 0]
    full = np.zeros(len(dets))
    full[index[7]] = vec
    return (full @ (Lz @ full) + gs * (full @ (Sz @ full))) / 3.5, full


def g_formula(zeta):
    return gs - 4 * (gs - 1) * zeta ** 2 / GAP_P ** 2


def d_formula(zeta, b):
    return -1.2 * b * zeta ** 2 * (zeta + b / 45) / (GAP_P ** 2 * GAP_D)


# Weak-coupling limit; the first correction is quadratic and is extrapolated away
ratio_g, ratio_d = [], []
for s in (0.15, 0.30):
    ratio_g.append((gs - g_ground(s * ZETA)[0]) / (gs - g_formula(s * ZETA)))
    ratio_d.append(splitting(s * ZETA, s * B_AXIAL)[0]
                   / d_formula(s * ZETA, s * B_AXIAL))
limit_g = (4 * ratio_g[0] - ratio_g[1]) / 3
limit_d = (4 * ratio_d[0] - ratio_d[1]) / 3
assert abs(limit_g - 1) < 0.01, limit_g
assert abs(limit_d - 1) < 0.01, limit_d

# The part of D quadratic in the crystal field, isolated by reversing the field
z_small, b_large = 100.0, 2000.0
even = 0.5 * (splitting(z_small, b_large)[0] + splitting(z_small, -b_large)[0])
even_formula = 0.5 * (d_formula(z_small, b_large) + d_formula(z_small, -b_large))
assert abs(even / even_formula - 1) < 0.02, even / even_formula


# Which term carries which effect: double the gap of one term only
def doubled(gap, expected):
    extra = {}
    for t in M2:
        w, u = eigh(block[t][0])
        u = u[:, abs(w - gap) < 1e-3]
        if t == 7:
            assert u.shape[1] == expected
        extra[t] = gap * (u @ u.T)
    return extra


raise_p, raise_d = doubled(GAP_P, 1), doubled(GAP_D, 2)
zs, bs = 0.15 * ZETA, 0.15 * B_AXIAL
g_quarter = (gs - g_ground(zs, raise_p)[0]) / (gs - g_ground(zs)[0])
d_base = splitting(zs, bs)[0]
d_quarter = splitting(zs, bs, raise_p)[0] / d_base
d_half = splitting(zs, bs, raise_d)[0] / d_base
assert abs(g_quarter - 0.25) < 0.02, g_quarter
assert abs(d_quarter - 0.25) < 0.02, d_quarter
assert abs(d_half - 0.5) < 0.03, d_half

# ---- worked example ----
theta = 0.5 * np.arctan2(2 * np.sqrt(14) * ZETA, GAP_P)
w_two = np.sin(theta) ** 2
g_two = gs - (2 / 7) * (gs - 1) * w_two
g_full, ground = g_ground(ZETA)
levels = solve(7, ZETA, 0.0, count=2)[0]
D_full, e_full = splitting(ZETA, B_AXIAL)
D_lead = d_formula(ZETA, B_AXIAL)
D_conj = splitting(-ZETA, -B_AXIAL)[0]
D_noso = splitting(0.0, B_AXIAL)[0]
assert round(g_full, 2) == 1.99 and round(g_two, 2) == 1.99
assert abs(D_conj - D_full) < 1e-6
assert abs(D_noso) < 1e-7
assert D_full * D_lead > 0
to_ghz = constants.c * 100 / 1e9

print(f"free-electron g-factor gs: {gs:.6f}")
print(f"input 6P gap: {GAP_P:.0f} cm^-1")
print(f"input zeta: {ZETA:.0f} cm^-1")
print(f"input crystal field B: {B_AXIAL:.0f} cm^-1")
print(f"hydrogenic F4/F2, F6/F2: {F[4]/F[2]:.4f}, {F[6]/F[2]:.4f}")
print(f"F2, F4, F6: {F[2]:.0f}, {F[4]:.0f}, {F[6]:.0f} cm^-1")
for k in RANKS:
    top = [sum(c[6, a] ** 2 for c in C[k]) for a in range(6, -1, -1)]
    text = ", ".join(str(Fraction(x).limit_denominator(200000)) for x in top)
    print(f"k={k} squares <3,3|C|3,m>^2, m=3..-3: {text}")
print(f"6D gap: {GAP_D:.1f} cm^-1")
print(f"states in 4f^7: {len(dets)}")
print(f"|Hso 8S|^2 / zeta^2: {coupling2:.6f}")
print(f"8S-6P coupling: {np.sqrt(coupling2)*ZETA:.1f} cm^-1")
print(f"g of pure 6P7/2: {gP:.5f}")
print(f"<p|V|p>/B: {abs(p @ vp):.6f}")
print(f"<p|Hso V|p>/(zeta B): {cross:.6f}")
print(f"<p|V^2|p>/B^2: {square:.6f}")
print(f"mixing angle: {np.degrees(theta):.3f} degrees")
print(f"6P weight, two levels: {100*w_two:.3f} %")
print(f"g, leading order: {g_formula(ZETA):.5f}")
print(f"g, two levels: {g_two:.5f}")
print(f"g, full 4f^7: {g_full:.5f}")
print(f"8S weight, full: {100*(octet @ ground)**2:.3f} %")
print(f"6P weight, full: {100*(p @ ground)**2:.3f} %")
print(f"ground-level shift by spin-orbit, full: {levels[0]:.1f} cm^-1")
print(f"next J>=7/2 level above ground, full: {levels[1]-levels[0]:.1f} cm^-1")
print(f"D, leading order: {D_lead:.5f} cm^-1")
print(f"D, full 4f^7: {D_full:.5f} cm^-1 = {D_full*to_ghz:.3f} GHz")
print(f"D with zeta and B both reversed, full: {D_conj:.5f} cm^-1")
for t, e in zip(M2, e_full - e_full.mean()):
    print(f"doublet |M|={t}/2 from the mean: {e:.5f} cm^-1")
print(f"total zero-field splitting, full: {np.ptp(e_full):.5f} cm^-1")
print(f"weak-coupling ratio full/formula, g shift: {limit_g:.5f}")
print(f"weak-coupling ratio full/formula, D: {limit_d:.5f}")
print(f"field-even part of D, full/formula: {even/even_formula:.5f}")
print(f"6P gap doubled: g shift times {g_quarter:.4f}, D times {d_quarter:.4f}")
print(f"6D gap doubled: D times {d_half:.4f}")
print("PASS")
```

Printed output:

```
free-electron g-factor gs: 2.002319
input 6P gap: 32000 cm^-1
input zeta: 1500 cm^-1
input crystal field B: 500 cm^-1
hydrogenic F4/F2, F6/F2: 0.6681, 0.4943
F2, F4, F6: 86592, 57857, 42804 cm^-1
k=2 squares <3,3|C|3,m>^2, m=3..-3: 1/9, 1/9, 2/45, 0, 0, 0, 0
k=4 squares <3,3|C|3,m>^2, m=3..-3: 1/121, 10/363, 6/121, 7/121, 14/363, 0, 0
k=6 squares <3,3|C|3,m>^2, m=3..-3: 25/184041, 175/184041, 700/184041, 700/61347, 1750/61347, 350/5577, 700/5577
6D gap: 37378.5 cm^-1
states in 4f^7: 3432
|Hso 8S|^2 / zeta^2: 14.000000
8S-6P coupling: 5612.5 cm^-1
g of pure 6P7/2: 1.71594
<p|V|p>/B: 0.000000
<p|Hso V|p>/(zeta B): 0.300000
<p|V^2|p>/B^2: 0.040000
mixing angle: 9.665 degrees
6P weight, two levels: 2.819 %
g, leading order: 1.99351
g, two levels: 1.99425
g, full 4f^7: 1.99332
8S weight, full: 96.918 %
6P weight, full: 3.010 %
ground-level shift by spin-orbit, full: -989.0 cm^-1
next J>=7/2 level above ground, full: 30329.8 cm^-1
D, leading order: -0.05330 cm^-1
D, full 4f^7: -0.05423 cm^-1 = -1.626 GHz
D with zeta and B both reversed, full: -0.05423 cm^-1
doublet |M|=7/2 from the mean: -0.37970 cm^-1
doublet |M|=5/2 from the mean: -0.05411 cm^-1
doublet |M|=3/2 from the mean: 0.16273 cm^-1
doublet |M|=1/2 from the mean: 0.27107 cm^-1
total zero-field splitting, full: 0.65077 cm^-1
weak-coupling ratio full/formula, g shift: 1.00000
weak-coupling ratio full/formula, D: 1.00000
field-even part of D, full/formula: 1.00040
6P gap doubled: g shift times 0.2502, D times 0.2503
6D gap doubled: D times 0.5001
PASS
```
